# Mean adjacent-spacing ratio of Poisson-distributed localized levels

## Problem

A one-electron calculation for a disordered film gives a list of levels $E_1<E_2<\dots<E_N$. Define the spacings $s_n=E_{n+1}-E_n$ and the adjacent-spacing ratio

$$r_n=\frac{\min(s_n,s_{n-1})}{\max(s_n,s_{n-1})},\qquad 0\le r_n\le 1 .$$

Strongly localized states that lie far apart hardly influence each other's energies. Model their levels as independent random points on the energy axis, with mean density $\rho(E)$ (levels per unit energy in the whole sample). This is a Poisson process: the numbers of levels in disjoint intervals are independent, and an interval $I$ is empty with probability $\exp(-\int_I\rho\,dE)$. Each spatial state is listed once, without its spin copy.

(a) For constant $\rho$, show that the mean ratio is $2\ln 2-1\approx0.386$, whatever the value of $\rho$.

(b) Show that the same mean holds for any finite number $N\ge3$ of independent levels distributed uniformly over an interval.

(c) Unfolding means replacing each energy by the expected number of levels below it, which makes the mean density one. Find the leading error made by leaving it out when $\rho$ varies smoothly.

(d) Apply the result to the band tail of a small piece of amorphous silicon.

The algebra holds in atomic units, with energies in hartree. The ratio has no dimension, so the same formulas serve for levels in eV. Lengths in the example are in nm.

## Hints

1. For (a), replace the two spacings beside a level by their sum and by the fraction of the sum that lies on the right.
2. For (b), hold all levels fixed except one. How is that one distributed between its neighbours?
3. For (c), write the energy as a function of the unfolded variable and expand the logarithm of the ratio of the two spacings. The function $e^{-|L|}$ has a kink at $L=0$, which contributes at second order.
4. For (d), an exponential tail has $\rho'/\rho$ equal to the inverse tail width.

## Solution

### (a) Constant density

Start at a level. The next one lies farther than $s$ if the interval of length $s$ is empty, which has probability $e^{-\rho s}$. The probability density of the spacing is minus the derivative of this, $\rho e^{-\rho s}$. The intervals to the left and right are disjoint, so the two spacings are independent. Set $u=\rho s_{n-1}$ and $v=\rho s_n$. Their joint density is $e^{-u-v}$, and $\rho$ cancels from $r=\min(u,v)/\max(u,v)$.

Now let $T=u+v$ and $q=v/T$, so that $u=T(1-q)$ and $v=Tq$. The Jacobian is

$$\left|\frac{\partial u}{\partial T}\frac{\partial v}{\partial q}-\frac{\partial u}{\partial q}\frac{\partial v}{\partial T}\right|=(1-q)T+Tq=T .$$

Hence $e^{-u-v}\,du\,dv=Te^{-T}\,dT\,dq$. This is a product: $T$ has density $Te^{-T}$, and $q$ is uniform on $[0,1]$ and independent of $T$. A level is equally likely to sit anywhere between its two neighbours.

The ratio is $r=\min(q,1-q)/\max(q,1-q)$. For $0<x<1$, the condition $r<x$ holds if $q/(1-q)<x$, that is $q<x/(1+x)$, or if the same is true of $1-q$. The two regions do not overlap and have equal length, so

$$\mathrm{Prob}(r<x)=\frac{2x}{1+x},\qquad P(r)=\frac{d}{dr}\frac{2r}{1+r}=\frac{2}{(1+r)^2}.$$

The density is largest at $r=0$: nothing prevents two independent levels from lying close together. With $r=(1+r)-1$ in the numerator, the mean is

$$\langle r\rangle=2\int_0^1\left[\frac1{1+r}-\frac1{(1+r)^2}\right]dr=2\left[\ln2-\frac12\right]=2\ln2-1=0.3863 .$$

The second moment follows from $r^2=(1+r)^2-2(1+r)+1$:

$$\langle r^2\rangle=2\left[1-2\ln2+\frac12\right]=3-4\ln2=0.2274 .$$

The variance is $\sigma^2=3-4\ln2-(2\ln2-1)^2=2-4(\ln2)^2$, so a single ratio has the standard deviation $\sigma=0.28$. One ratio says little; the mean over many is informative.

### (b) A finite list

Let $N$ independent levels be uniform on an interval of width $W$. The joint density of the ordered levels is the constant $N!/W^N$. Fix every level except an interior one, $E_n$. Its conditional density is then constant between $E_{n-1}$ and $E_{n+1}$, so $q$ is again uniform and the distribution found in (a) follows. No limit of large $N$ was needed. For $N=3$ there is one ratio per list, and 400,000 random lists gave a mean of 0.3863.

### (c) Density that varies with energy

Put the chosen level at $E=0$ and define $x(E)=\int_0^E\rho(E')\,dE'$. In $x$ the levels form a Poisson process of unit density. The right neighbour is at $x=v$ and the left one at $x=-u$, with $u$ and $v$ distributed as in (a). The measured spacings, however, are differences of $E(x)$. From $dE/dx=1/\rho$,

$$\frac{d^2E}{dx^2}=\frac1\rho\frac{d}{dE}\frac1\rho=-\frac{\rho'}{\rho^3},\qquad
\frac{d^3E}{dx^3}=\frac1\rho\frac{d}{dE}\left(-\frac{\rho'}{\rho^3}\right)=\frac{3\rho'^2}{\rho^5}-\frac{\rho''}{\rho^4},$$

where primes on $\rho$ are energy derivatives at the level. Multiply by $\rho$ and name the results

$$a=-\frac{\rho'}{\rho^2},\qquad b=\frac{3\rho'^2}{\rho^4}-\frac{\rho''}{\rho^3}.$$

The size of $a$ is the relative change of density over one mean spacing. Let it be small, and let $b$ be of order $a^2$ or otherwise small to second order. The Taylor series gives

$$\rho s_{\rm right}=v\left(1+\frac{av}2+\frac{bv^2}6\right),\qquad
\rho s_{\rm left}=u\left(1-\frac{au}2+\frac{bu^2}6\right).$$

The sign of the middle term differs because the left neighbour is at negative $x$. Using $\ln(1+y)=y-y^2/2$ for both factors and subtracting,

$$L=\ln\frac{s_{\rm right}}{s_{\rm left}}=L_0+\frac{aT}2+c\,(v^2-u^2),\qquad L_0=\ln\frac vu,\quad c=\frac b6-\frac{a^2}8 .$$

The ratio is $r=f(L)$ with $f(L)=e^{-|L|}$. Its derivatives are

$$f'=-\mathrm{sgn}(L)\,e^{-|L|},\qquad f''=e^{-|L|}-2\delta(L).$$

The delta function records the jump of $f'$ from $+1$ to $-1$ at the kink. It is legitimate here because $f$ is averaged over the smooth distribution of $L_0$. Three averages are needed.

*First order in $a$.* The term is $\tfrac a2\langle T\rangle\langle f'(L_0)\rangle$. Exchanging left and right reverses $L_0$ without changing its distribution, and $f'$ is odd, so the average vanishes. A slope of the density makes one side longer and the other shorter, and to first order this does not change the mean ratio.

*Square of the first-order shift.* We need $\langle T^2\rangle=\int_0^\infty T^3e^{-T}dT=6$ and the density of $L_0$ at zero. Since $q=1/(1+e^{-L_0})$, that density is $dq/dL_0=q(1-q)$, which is $1/4$ at $q=1/2$. Therefore

$$\langle f''(L_0)\rangle=(2\ln2-1)-2\cdot\frac14=-K,\qquad K=\frac32-2\ln2=0.1137,$$

and the contribution is $\tfrac12\cdot\tfrac{a^2}4\cdot6\cdot(-K)=-\tfrac34a^2K$.

*Second-order shift.* Here $v^2-u^2=T^2(2q-1)$, and $2q-1$ has the sign of $L_0$. The contribution is $-6c\,\langle|2q-1|\,r\rangle$. For $q>1/2$ we have $r=(1-q)/q$, hence $q=1/(1+r)$ and $|2q-1|=(1-r)/(1+r)$; the other half follows by symmetry. With $t=1+r$ and $r(1-r)=-t^2+3t-2$,

$$\langle|2q-1|\,r\rangle=\int_0^1\frac{2r(1-r)}{(1+r)^3}dr
=2\int_1^2\left(-\frac1t+\frac3{t^2}-\frac2{t^3}\right)dt
=2\left(-\ln2+\frac32-\frac34\right)=K .$$

The same constant appears, and the contribution is $-6cK=-bK+\tfrac34a^2K$. In the sum the $a^2$ terms cancel:

$$\boxed{\langle r\rangle_E=2\ln2-1-\left(\frac32-2\ln2\right)\left(\frac{3\rho'^2}{\rho^4}-\frac{\rho''}{\rho^3}\right)+\dots}$$

The subscript means an average over disorder for a level found at energy $E$. This is the sense in which unfolding can be omitted: the error is of second order in the change of density per spacing. The expansion fails at a jump, a kink or a sharp peak of $\rho$, and wherever so few levels remain that $\rho$ changes strongly from one to the next.

Direct integration over the two spacings can be compared with the formula. Take $\rho(0)=1$ and $e=0.005$. For $\rho=e^{eE}$ both give a shift of $-5.685\times10^{-6}$. For $\rho=1+eE$ the integral gives $-8.530\times10^{-6}$ and the formula $-8.528\times10^{-6}$. For $\rho=1+(eE)^2$, which has no slope at the level, they give $+5.684\times10^{-6}$ and $+5.685\times10^{-6}$.

### (d) A band tail in amorphous silicon

Below the conduction band of hydrogenated amorphous silicon, take an exponential tail of localized states. At depth $D$ below the edge,

$$\rho(D)=\frac N{E_0}e^{-D/E_0},\qquad N=g_0E_0\ell^3 .$$

The edge density is $g_0=1$ per eV per nm$^3$, the tail width $E_0=0.025$ eV and the cube edge $\ell=34$ nm. Then $N=1\times0.025\times34^3\approx983$ levels, and the mean spacing at the edge is $E_0/N=2.54\times10^{-5}$ eV.

Energy increases as depth decreases, so $\rho'/\rho=1/E_0$ and $\rho''/\rho=1/E_0^2$. The correction bracket is

$$b=\frac{3-1}{(E_0\rho)^2}=\frac2{(E_0\rho)^2},\qquad E_0\rho=Ne^{-D/E_0}.$$

The quantity $E_0\rho$ is the expected number of levels deeper than $D$. At $D=E_0$ it is $983/e\approx362$, and the shift of the mean ratio is $-2K/362^2=-1.7\times10^{-6}$. At $D=3E_0=0.075$ eV it is about 49, and the shift is $-9.5\times10^{-5}$. For the few deepest levels the expansion is invalid, but they are a small part of the list.

In 400 independent samples of this tail, the raw levels gave a mean ratio of 0.3856 and the unfolded levels 0.3857. The statistical error is 0.0005, so both agree with 0.3863 within about 1.4 standard errors.

A statistic that compares each spacing with a global mean behaves differently. Exponential spacings of constant density have $\langle s^2\rangle/\langle s\rangle^2=2$. The unfolded tail gave 2.002, the raw tail 57.9; the raw value is dominated by the few deepest spacings, and its sampling error for 400 samples is about 3. The large number can be derived. Among $k$ levels deeper than a given one, the excess depths are again exponential with mean $E_0$, so the smallest excess is exponential with mean $E_0/k$. Averaging over the $N-1=982$ spacings,

$$\frac{\langle s^2\rangle}{\langle s\rangle^2}=\frac{2(N-1)\sum_{k=1}^{N-1}k^{-2}}{\left(\sum_{k=1}^{N-1}k^{-1}\right)^2}=\frac{2\times982\times1.644}{7.467^2}\approx57.9 .$$

It reflects the shape of the tail, not a correlation between levels. In the ratio $r_n$ both spacings come from nearly the same density, which therefore cancels.

The spin convention matters as well. If every level is listed twice, one of any two adjacent spacings is zero and every ratio vanishes.

## Variation 1: how many ratios are needed?

*Find the statistical error of the mean of $M$ consecutive ratios at constant density, and the $M$ at which the mean ratio of extended states lies three such errors above the Poisson value.*

Ratios $r_n$ and $r_{n+1}$ share the spacing $s_n$ and are correlated. Ratios two or more places apart share no spacing and are independent. The variance of the sum thus has $M$ diagonal terms and $2(M-1)$ neighbour terms:

$$\mathrm{Var}(\bar r)=\frac{M\sigma^2+2(M-1)C}{M^2}.$$

For the covariance $C$, fix the shared spacing at $v$ and average one ratio over its other spacing:

$$g(v)=\int_0^v\frac uv e^{-u}du+\int_v^\infty\frac vu e^{-u}du
=\frac{1-(1+v)e^{-v}}v+v\int_v^\infty\frac{e^{-u}}u\,du .$$

At fixed $v$ the two ratios are independent, so

$$C=\int_0^\infty e^{-v}g(v)^2dv-(2\ln2-1)^2=0.0121 .$$

It is positive: the covariance is the variance of $g(v)$. For large $M$ the error is $\sqrt{(\sigma^2+2C)/M}\approx0.32/\sqrt M$, about 14% more than the value $0.28/\sqrt M$ for independent ratios. For $M=48$ the full formula gives 0.0461, and 20,000 random lists of 50 uniform levels gave the same.

Random real symmetric matrices serve as the reference for extended states in a disordered sample without a magnetic field and with negligible spin-orbit coupling. The middle halves of the spectra of 40 matrices of dimension 300 gave $\langle r\rangle=0.540\pm0.003$. The accepted value for large matrices, about 0.531, lies some three standard errors lower, so the sampled value should be trusted only to about 0.01. With it, the difference from the Poisson mean is 0.154, and three Poisson standard errors fit into it from $M=39$ on. With 0.531 the difference is 0.145, and the same condition gives $M=44$. About 45 ratios therefore put the two mean values three errors apart. This is a minimum, not a safe choice: the mean of a random-matrix list scatters too, so about half of such lists would lie less than three errors above the Poisson value. With $M=100$ the Poisson error is 0.032 and the difference of 0.145 is about 4.5 errors, which leaves about 1.5 errors for this scatter. Most random-matrix lists of this length then pass the three-error line, but not all. Detecting a small departure from either limit takes many more.

## Variation 2: when do localized levels stop being Poisson?

*Localized states still overlap weakly. Estimate when this matters in the cube of part (d).*

Let two states at distance $R$ have energy difference $\Delta$ and coupling $V=V_0e^{-R/\xi}$, where $\xi$ is the localization length. The $2\times2$ Hamiltonian has the splitting $\sqrt{\Delta^2+4V^2}\ge2|V|$, so the levels repel. This disturbs neighbours in energy if $2V$ exceeds the mean spacing $1/\rho$, which means $R<R_c$ with

$$R_c=\xi\ln(2V_0\rho).$$

States adjacent in energy are placed at random in space. Ignoring the walls, a fraction of about $(4\pi/3)R_c^3/\ell^3$ of them lies within $R_c$. With $\xi=0.5$ nm, the model choice $V_0=0.05$ eV and the edge density of levels,

$$R_c=0.5\,\ln\frac{2\times0.05}{2.54\times10^{-5}}=4.14\ \text{nm},$$

and the fraction is about 0.8%. For the tail as a whole this is an overestimate, because the levels are sparser below the edge. Doubling the cube edge at fixed $g_0$, $E_0$, $V_0$ and $\xi$ multiplies $\rho$ by eight. This lengthens $R_c$ only logarithmically, and the fraction falls to about 0.2%. In this estimate the Poisson result is the limit of a sample large compared with $\xi$; localization in a small sample is not sufficient.

The pair estimate leaves out chains of resonances. To include them, Hamiltonians of all 983 states were diagonalized, with random positions, exponentially distributed site energies and couplings $\pm V_0e^{-R/\xi}$ of random sign. Only $\xi$ was changed:

| $\xi$ (nm) | mean ratio |
|---|---|
| 0.5 | $0.387\pm0.002$ |
| 1.0 | $0.393\pm0.005$ |
| 3.0 | $0.531\pm0.007$ |

At 0.5 nm no departure from 0.386 is resolved. At 1.0 nm the five samples behind the table leave an excess of only about 1.4 standard errors, but 47 samples give $0.401\pm0.001$, so at this $\xi$ the levels already repel measurably. At 3.0 nm, close to the typical distance $(g_0E_0)^{-1/3}=3.4$ nm between tail states, the ratio has reached the random-matrix range. This row no longer describes a band tail, however. Ignoring the walls, the squared couplings of one state to all others add up to $\pi g_0E_0\xi^3V_0^2\approx(0.07\ \text{eV})^2$, and 0.07 eV is nearly three times the tail width. The coupling then broadens the whole spectrum and mixes many sites, so $\xi$ is only the decay length of the coupling and not the localization length of the resulting states. At 1.0 nm the same sum gives $(0.014\ \text{eV})^2$, and 0.014 eV is more than half the tail width. The effect on the tail is nevertheless mild: its levels move down by 0.003 to 0.005 eV, the edge is smeared, the exponential slope is nearly unchanged, and a typical state spreads over about three sites.

**Relation to real films.** The edge density, tail width and localization length are rough typical values for hydrogenated amorphous silicon, and 34 nm is a plausible thickness for the silicon layer of a thin-film transistor. The coupling prefactor is not a measured quantity. One assumption that fails in a real film is a single $\xi$ for the whole tail, because the localization length grows towards the mobility edge. In a computed spectrum, $r$ should therefore be averaged in separate energy windows. The table does not predict the size of this effect in a film, since it uses one $\xi$ for all states and its last row is no longer a tail.

Two further scales limit the meaning of the number. At 300 K the thermal energy is 0.026 eV, about 1000 times the edge spacing, so a measurement with thermal broadening of this size would not resolve individual levels of this cube. The Coulomb energy $1/(\varepsilon_rR)$ of two electrons at 3.4 nm, with the relative permittivity set to 11.7 in the model, is 0.036 eV, about 1400 times the spacing. Filling the tail could thus rearrange the order of the levels; its effect on $\langle r\rangle$ has not been calculated here. The value 0.386 refers to a one-electron spectrum with fixed occupation. By itself it does not prove localization: the extended states of a clean rectangular box whose squared side lengths have irrational ratios can have nearly the same mean ratio (in a clean cube, degeneracies drive it towards zero instead). The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
mean r, formula 2 ln 2 - 1: 0.386294
mean r, double integral: 0.386294
second moment of r: 0.227411
standard deviation of one r: 0.2796
mean r, samples of three uniform levels: 0.3863
largest gap to distribution 2r/(1+r): 0.00094
covariance of adjacent r: 0.01206
error of mean of 48 ratios, formula: 0.04605
error of mean of 48 ratios, sampled: 0.04608
density change per mean spacing in the tests: 0.005
shift of mean r, exponential: exact -5.6853e-06, formula -5.6853e-06
shift of mean r, linear: exact -8.5299e-06, formula -8.5279e-06
shift of mean r, parabolic: exact 5.6840e-06, formula 5.6853e-06
edge density of states: 1.0 per eV per nm^3
tail width: 0.025 eV; cube edge: 34.0 nm
number of tail levels: 983
mean level spacing at the edge: 2.543e-05 eV
tail samples: 400; statistical error: 0.00051
mean r, raw tail levels: 0.3856
mean r, unfolded tail levels: 0.3857
<s^2>/<s>^2, raw: 57.9; unfolded: 2.002
density shift of mean r at depth 0.025 eV: -1.74e-06
density shift of mean r at depth 0.075 eV: -9.49e-05
mean r if each level is listed twice: 0.0
coupling prefactor: 0.05 eV
mean r with coupling, localization length 0.5 nm: 0.3873 +- 0.0019 (12 samples)
mean r with coupling, localization length 1.0 nm: 0.3931 +- 0.0047 (5 samples)
mean r with coupling, localization length 3.0 nm: 0.5310 +- 0.0069 (4 samples)
resonance distance at 0.5 nm: 4.14 nm
resonant neighbour fraction, cube 34 nm: 0.00755
resonant neighbour fraction, cube 68 nm: 0.00185
mean r, random symmetric matrices: 0.5404 +- 0.0033
ratios needed for a three-sigma distinction: 39
thermal energy at 300 K: 0.0259 eV
typical distance of tail states: 3.42 nm
Coulomb energy there, permittivity 11.7: 0.0360 eV
thermal energy / edge level spacing: 1017
Coulomb energy / edge level spacing: 1415
```
